# Restoring Convergence of Alternating Electrothermal Solves by Under-Relaxation

A power switch held at a fixed voltage heats up until the heat it produces equals the heat its cooling path removes. A natural way to compute that state is to alternate two solves: find the heat at a frozen temperature, find the temperature at that heat, and repeat. For the gallium nitride switch treated below, cooled at 77 K, this gives the temperatures

77, 492, 114, 469, 118, 466, 119, 465, 119 K.

The sequence settles into hopping between 119 K and 465 K. Neither is a solution. The self-consistent junction temperature of the model is 252.6 K, and even the mean of the two values misses it by about 40 K. The hopping could be read as a thermal instability of the device, but the device is stable. The fault lies in the iteration, and one extra line cures it.

## A device small enough for hand calculation

Let \(\theta\) be the temperature rise above the coolant. Take a thermal resistance of 10 K/W and a device whose heat falls linearly as it warms:

\[
P(\theta)=25-0.15\,\theta ,\qquad \theta=10\,P ,
\]

with \(P\) in watts and \(\theta\) in kelvin. One electrical solve followed by one thermal solve replaces \(\theta\) by

\[
F(\theta)=10\,(25-0.15\,\theta)=250-1.5\,\theta .
\]

The solution satisfies \(\theta=250-1.5\,\theta\), so \(2.5\,\theta=250\) and \(\theta=100\) K. Starting from zero, the alternation gives

\[
0\to 250\to -125\to 437.5 .
\]

The errors relative to 100 K are \(-100,\ 150,\ -225,\ 337.5\): each is \(-1.5\) times the one before. Negative rises are unphysical and appear because the straight line is used far outside any sensible range. In this linear model the error grows without bound.

Now accept only a fraction \(w\) of each proposed change:

\[
\theta_{\text{new}}=(1-w)\,\theta+w\,F(\theta).
\]

With \(w=0.2\), the sequence from zero is \(0\to50\to75\to87.5\), and the error halves each time. With \(w=0.4\), the first step gives \(0.6\times0+0.4\times250=100\) K, the solution itself. The equation being solved has not changed, only the path to its root.

## The general statement

Let \(T\) be the junction temperature, \(T_a\) the coolant temperature, \(R_{th}\) the thermal resistance between them, and \(P(T)\) the heat at fixed voltage. One full alternation is

\[
F(T)=T_a+R_{th}P(T).
\]

A self-consistent temperature \(T^*\) obeys \(F(T^*)=T^*\). The loop gain is the slope there:

\[
g=F'(T^*)=R_{th}\left.\frac{dP}{dT}\right|_{T^*}.
\]

The relaxed iteration is

\[
T_{n+1}=(1-w)T_n+wF(T_n).
\]

**The solution is unchanged.** If the iteration stands still at \(T\), then \(T=(1-w)T+wF(T)\), or \(w\,[F(T)-T]=0\). For any \(w\neq0\) this is the original equation \(F(T)=T\).

**The error law.** Write \(T_n=T^*+e_n\) with small \(e_n\), so that \(F(T_n)\approx T^*+g\,e_n\). Then

\[
T^*+e_{n+1}=(1-w)(T^*+e_n)+w(T^*+g\,e_n),
\]

\[
e_{n+1}=\left[1-w(1-g)\right]e_n .
\]

This linear error shrinks if \(-1<1-w(1-g)<1\). If \(g<1\), the right inequality gives \(w>0\) and the left one gives

\[
w<\frac{2}{1-g}.
\]

The factor vanishes at \(w=1/(1-g)\). For \(g=-1.5\) the limit is \(2/2.5=0.8\) and the best fixed value is \(1/2.5=0.4\). The plain alternation has \(w=1\) and factor \(g\), so its linear error shrinks only if \(|g|<1\).

## Why the device is stable all the same

Physical stability is a question about time. With a single heat capacity \(C\) at the junction, stored heat changes at the rate of heat produced minus heat removed:

\[
C\frac{dT}{dt}=P(T)-\frac{T-T_a}{R_{th}} .
\]

Multiply by \(R_{th}\) and set \(\tau=R_{th}C\):

\[
\tau\frac{dT}{dt}=F(T)-T .
\]

A small deviation \(\delta\) from \(T^*\) obeys \(\tau\,d\delta/dt=(g-1)\,\delta\). It decays if \(g<1\). At \(g=-1.5\) it decays at rate \(2.5/\tau\), faster than the \(1/\tau\) of a device without feedback: a warmer device makes less heat, which helps it cool.

The same equation explains the failed iteration. A forward Euler step of length \(\Delta t\) is

\[
T_{n+1}=T_n+\frac{\Delta t}{\tau}\,[F(T_n)-T_n],
\]

which is the relaxed iteration with \(w=\Delta t/\tau\). The plain alternation is therefore a time step of one full \(\tau\), while Euler's method is stable here only up to \(0.8\,\tau\). The device adjusts its heating and cooling continuously, but the algorithm holds the net heating rate at its starting value for a whole \(\tau\).

A real cooling path has several heat capacities. Let \(\delta\) be the vector of node deviations, \(C\) the diagonal matrix of capacities and \(G\) the symmetric, positive definite matrix of thermal conductances. If heat enters at node 0, with \(P'=dP/dT\) at \(T^*\),

\[
C\dot\delta=-G\delta+P'\delta_0\,\mathbf e_0 ,
\]

\[
\frac{d}{dt}\,\tfrac12\,\delta^{T}C\,\delta=-\delta^{T}G\,\delta+P'\delta_0^2 .
\]

For \(P'<0\) both terms on the right are non-positive and the first is negative for any deviation. The deviation therefore decays, whatever the capacities. Negative feedback acts as one more conductance to the coolant.

## The two solves for a real kind of switch

The example is a gallium nitride switch on silicon, of the 650 V class, fully on and cooled through its board by liquid nitrogen at 77 K. The parameters are rough typical values: gate width \(W=100\) mm, source-drain length \(L=15\) µm, electron sheet density \(n=9\times10^{12}\) cm\(^{-2}\), two contacts of 4 mΩ, and \(R_{th}=10\) K/W.

**Electrical solve.** The temperature is taken as uniform along the channel. Current continuity sends the same current \(I\) through contact, channel and contact, so \(I=V/R\) and the total Joule heat is \(I^2R=V^2/R\), with

\[
R(T)=R_c+\frac{L}{Wqn\,\mu(T)},\qquad R_c=8\ \text{m}\Omega ,
\]

where \(q\) is the elementary charge. The mobility \(\mu\) combines scattering by defects, acoustic phonons and polar optical phonons, with the rates added:

\[
\frac1\mu=\frac1{\mu_0}+\frac{T}{300\,\text{K}}\frac1{\mu_{ac}}+\frac{N(T)}{\mu_{op}},\qquad N=\frac{1}{e^{T_p/T}-1}.
\]

Here \(\mu_0=10\,000\), \(\mu_{ac}=12\,000\) and \(\mu_{op}=70\) cm²/Vs, and the phonon energy of 91 meV corresponds to \(T_p=1056\) K.

**Thermal solve.** Three layers of 2, 3 and 5 K/W in series carry all the heat, so \(T=T_a+R_{th}P\).

**Loop gain.** Differentiating \(P=V^2/R\) at fixed \(V\) gives \(dP/dT=-V^2R'/R^2\). At the solution \(V^2/R=P=(T^*-T_a)/R_{th}\). Hence

\[
g=-R_{th}\,\frac{V^2}{R}\,\frac{R'}{R}=-(T^*-T_a)\,\frac{R'(T^*)}{R(T^*)} .
\]

The voltage and thermal resistance have dropped out, so setting \(g=-1.5\) gives an equation for \(T^*\) alone. The slope \(R'\) needs \(dN/dT\). With \(y=T_p/T\), \(dN/dy=-e^y/(e^y-1)^2=-N(N+1)\) and \(dy/dT=-T_p/T^2\), so

\[
R'=\frac{L}{Wqn}\left[\frac{1}{300\,\text{K}\;\mu_{ac}}+\frac{N(N+1)\,T_p}{T^2\mu_{op}}\right].
\]

The root below 300 K is \(T^*=252.57\) K. There \(R=48.77\) mΩ and \(R'=0.4166\) mΩ/K, and the rise is 175.57 K:

\[
g=-175.57\times\frac{0.4166}{48.77}=-1.50 .
\]

The voltage follows from the heat balance:

\[
V=\sqrt{\frac{(T^*-T_a)R}{R_{th}}}=\sqrt{\frac{175.57\times0.04877}{10}}=0.925\ \text{V}.
\]

The current is 19.0 A and the heat 17.6 W. Finite differences through the two discrete solvers, which do not use the formula for \(g\), also give \(-1.50000\).

The cold coolant matters. Write \(g=-m\,(T^*-T_a)/T^*\), with local exponent \(m=T^*R'/R=2.16\). A gain of \(-1.5\) then needs \(T^*/T_a=252.57/77=3.28\). If the same exponent held with a coolant at 300 K, the junction would have to reach about 980 K. In fact the exponent of this model falls at high temperature, and with a 300 K coolant the gain never gets beyond about \(-1.1\). It passes \(-1\) only at a junction temperature near 630 K, far above normal operation, so with room-temperature cooling the plain alternation of this model converges near the solution at any practical operating point.

## What the iterations do

Starting 0.01 K above the solution, the plain alternation has errors 0.0100, −0.0150, 0.0225, −0.0337 K and so on, growing by the factor \(-1.5\) as predicted. The growth must end, because the heat is positive and bounded. Where it ends can be derived.

Since \(R\) rises with \(T\), \(F\) decreases. It maps the interval from \(T_a\) to \(F(T_a)=492\) K into itself, and \(F(T)-T\) falls from positive to negative across it, so there is exactly one solution. Two alternations together, \(F(F(T))\), form an increasing function. Every second iterate therefore moves in one direction and stays on its own side of \(T^*\). Being bounded, it has a limit. That limit cannot be \(T^*\), where the two-step slope is \(g^2=2.25>1\) and small errors grow. It must be a point of a two-point cycle. "Divergence" thus means leaving the solution, and only the linearised error is unbounded. The start at 77 K and the start beside \(T^*\) both end on the cycle 119.2 K and 465.2 K.

With \(w=0.4\), the first step from the coolant temperature is

\[
0.6\times77+0.4\times492.04=243.02\ \text{K},
\]

followed by 252.81, 252.5745 and 252.5744 K. The linear error term is absent, and Taylor's theorem leaves \(e_{n+1}\approx\tfrac12wF''(T^*)\,e_n^2\). An error of 1 K indeed becomes 2.57 mK, and one of 0.5 K becomes 0.64 mK, a quarter as much.

The number of updates (one more pair of solves confirms the residual) from 77 K until \(|F(T)-T|\) is below \(10^{-6}\) K is 69, 29, 4 and 28 for \(w=0.1,\ 0.2,\ 0.4\) and 0.6. The values 0.2 and 0.6 cost nearly the same because their error factors are \(+0.5\) and \(-0.5\): the first approaches from one side, the second alternates.

**Convergence from a distant start.** The limit 0.8 is local. Let \(S\) be the largest \(|F'|\) on the interval above. The slope of the relaxed map, \(1-w+wF'\), lies between \(1-w(1+S)\) and \(1-w\). For \(0<w\le1\) the relaxed map keeps the interval, since it averages two of its points. If also

\[
w<\frac{2}{1+S},
\]

the slope stays strictly between \(-1\) and 1, every step shrinks the distance to \(T^*\), and convergence follows from any start in the interval. A scan gives \(S=1.96\), near 200 K, so the guarantee covers \(w\) below a limit of about 0.68. Between that limit and 0.8 this argument secures only starts close to the solution.

**When to stop.** A small step is not a small error. Count the error here as \(T^*-T\), the change still needed. Near \(T^*\) a step equals \(w(1-g)\) times the error before it, and the error left is \(1-w(1-g)\) times that same error. Therefore

\[
\frac{\text{error left}}{\text{last step}}=\frac{1-w(1-g)}{w(1-g)} .
\]

For \(w=0.05\) the ratio is \(0.875/0.125=7\). A run stopped when its step fell to 0.00997 K was still 0.0698 K from the solution. The unrelaxed residual is a better measure, because \(F(T)-T\approx(1-g)(T^*-T)\). Here it was 0.1745 K, and \(0.1745/2.5=0.0698\) K recovers the error.

## The algorithm

1. Choose \(T\), for example the coolant temperature, and a factor \(w\).
2. Solve the electrical problem at \(T\) for the heat \(P\).
3. Solve the thermal problem at \(P\) for the proposed temperature \(F\).
4. Stop if \(|F-T|\) is below the tolerance times \(1-g\), with \(g\) estimated if necessary.
5. Otherwise replace \(T\) by \(T+w(F-T)\) and return to step 2.

If \(g\) is unknown, run with a small \(w\) until the residual \(|F-T|\) is small; estimates from the first few steps can be far off. Close to the solution, the ratio \(\rho\) of successive steps equals \(1-w(1-g)\), so \(g=1-(1-\rho)/w\), and \(w\) can be reset to \(1/(1-g)\). Using the current slope, \(w_n=1/[1-F'(T_n)]\), turns the method into Newton's method for \(F(T)-T=0\).

With coolant and thermal resistance held fixed, the gain of this switch passes \(-1\) at 0.664 V, where \(T^*=208\) K. A voltage sweep by plain alternation can therefore work at low voltage and fail above this value, although nothing happens to the device there.

## Where under-relaxation does not help

Drive the same switch at the same operating point with a fixed current. Now \(P=I^2R\), and

\[
g=R_{th}I^2R'=+(T^*-T_a)\frac{R'}{R}=+1.5 .
\]

A warmer device makes more heat. Deviations grow at rate \(0.5/\tau\), and the error factor \(1+0.5\,w\) exceeds one for every positive \(w\). This failure is physical. With layer heat capacities of 0.01, 0.1 and 1 J/K, the fixed-current ladder has one growing mode, at 0.23 s\(^{-1}\), while all three fixed-voltage modes decay.

The failure belongs to this operating point, not to every state at this current. The same 19.0 A also has a cooler solution at about 173 K, where the gain is only +0.53. That state is stable, and the iteration started at the coolant temperature converges to it, with \(w=1\) as well as with \(w=0.4\). A converged fixed-current run may therefore have found a different state from the one intended.

## The model beside the real switch

Such switches usually run above room temperature, so 77 K cooling is a special case. A fixed voltage describes a computed or measured output curve; in a converter the load often sets the current instead. The mean channel field is about 520 V/cm, far below a rough breakdown field of 3 MV/cm, and pinching under a 1.5 µm gate with 5 V overdrive adds at most 2.3 % to the channel resistance. At a rough 10 W/cm² of boiling heat flux, the cooled surface must be at least about 1.8 cm². Six other neglected effects were each added alone, at the same voltage:

- Velocity saturation at \(1.5\times10^7\) cm/s gives 247 K and a gain of −1.37.
- Silicon whose conductivity falls as \(T^{-1.3}\), with the chip layer equal to 2 K/W at 300 K, gives 249 K and −1.68.
- Series resistance proportional to \(T\), as in a metal, and equal to 8 mΩ at 300 K, gives 254 K and −1.65.
- Coolant superheat of 10 K gives 257 K and −1.45.
- Two chip halves differing by ±10 % of the rise give 253 K and −1.47.
- Trapped charge, assumed to raise the channel resistance by 20 %, gives 242 K and −1.45.

With these choices the temperature moves by up to about 11 K and the gain by up to about 0.18; the reference temperature matters, and a metallic series resistance equal to 8 mΩ at 77 K instead gives 230 K and −1.20. In all six cases the gain stays below −1, so the plain alternation still fails, and \(w=0.4\) converged from 1 K above the 77 K bath. Their combined effect was not computed. The numerical output below lists the underlying values.

## Calculated quantities

```
coolant 77 K; R_th 10 K/W, layers 2 3 5
width 100 mm; length 15 um; density 9.0e+12 cm^-2
mobility terms: defect 10000, acoustic 12000, optical 70 cm2/Vs
phonon 91 meV = 1056 K; contacts 2 x 4 mohm
at 77.00 K: mobility 8237 cm2/Vs, R 20.63 mohm
at 252.57 K: mobility 2552 cm2/Vs, R 48.77 mohm
at 300.00 K: mobility 1615 cm2/Vs, R 72.40 mohm
dR/dT at T*: 0.4166 mohm/K
voltage 0.9253 V; current 18.975 A; heat 17.557 W
T* 252.5744 K; rise 175.5744 K
loop gain from solvers -1.50000; dP/dT -0.15000 W/K
gain -1 at 0.6642 V, T 207.86 K
plain iterates (K): 77.0 492.0 114.3 468.8 118.4 465.7 119.1 465.3 119.2
w=0.4 iterates (K): 77.0000 243.0172 252.8076 252.5745 252.5744 252.5744 252.5744 252.5744 252.5744
cycle from coolant start (K): 119.17 465.18
cycle from T*+0.01 K (K): 119.17 465.18
plain errors from +0.01 K (K): 0.0100 -0.0150 0.0225 -0.0337 0.0506 -0.0759 0.1139
w 1.0: measured error factor -1.5000
w 0.8: measured error factor -1.0000
w 0.6: measured error factor -0.5000
w 0.4: measured error factor 0.0000
w 0.2: measured error factor 0.5000
w 0.1: 69 alternations to residual 1e-6 K
w 0.2: 29 alternations to residual 1e-6 K
w 0.4: 4 alternations to residual 1e-6 K
w 0.6: 28 alternations to residual 1e-6 K
w=0.4, error 1 K -> 2.573 mK, 0.5 K -> 0.643 mK
F(T_cool) 492.04 K; steepest |F'| 1.9550 at 200 K
global guarantee for w below 0.6768
w 0.05: last step 0.00997 K, error left 0.06980 K, residual 0.17454 K
fixed current: loop gain 1.50000
deviation rate (1/tau): fixed V -2.5000, fixed I 0.5001
ladder heat capacities (J/K): 0.01 0.10 1.00
ladder rates, fixed V (1/s): -69.1142 -4.4835 -0.2689
ladder rates, fixed I (1/s): -42.3542 -1.7388 0.2263
neglected effects, same voltage:
  velocity saturation 1.5e7 cm/s: T 247.4 K, gain -1.369
  silicon conductivity ~T^-1.3: T 248.7 K, gain -1.678
  series part is metal, ~T: T 254.3 K, gain -1.651
  coolant superheat 10 K: T 256.6 K, gain -1.448
  chip halves +-10% of rise: T 253.4 K, gain -1.465
  trapping, channel R +20%: T 242.0 K, gain -1.447
channel field 516 V/cm; over 3 MV/cm: 1.7e-04
low-field drift velocity / v_sat: 0.088
gate 1.5 um, overdrive 5 V: pinching adds at most 2.3 % to channel R
boiling area at 10 W/cm2: 1.76 cm2
```
